\section*{Why weakly bonded two-dimensional domains can still grow aligned}

\section*{One cell and one domain}

\noindent\textbf{Q:} I am growing hexagonal boron nitride on graphite at 1300 K. The layers are held together by van der Waals forces. Sliding a BN cell from its best to its worst position on graphite costs about 0.018 eV, while $kT=0.112$ eV. The ratio is 0.16, so the substrate cannot hold an orientation. Shouldn't the domains point in random directions?

\noindent\textbf{A:} Your ratio would decide the matter if each cell could turn by itself. It cannot: strong bonds within the layer make all $N$ cells of a small domain turn together. The probability of an orientation contains the energy of the whole domain,
\begin{equation}
P(\theta)\propto\int d^2t\; e^{-E(\theta,\mathbf t)/kT},
\end{equation}
where $\theta$ is the angle from parallel lattices and $\mathbf t$ the domain's position. What we need is how $E$ depends on $N$ and $\theta$.

\noindent\textbf{Q:} Then the adhesion energy, summed over thousands of cells, does the aligning?

\noindent\textbf{A:} Not the adhesion as such. A part that is the same at every angle cancels when $P$ is normalized. Only the part that depends on registry, the relative position of the two lattices, can align. I take its leading Fourier terms, per layer cell, with energies in eV and lengths in angstrom. Because B and N differ, these terms can carry a common phase. I set it to zero, which gives one best stacking and two equally bad ones; this is a simplification, since the two poor stackings of BN on graphite need not be exactly equal:
\begin{equation}
v(\mathbf t)=-V\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf t),\qquad \sum_j\mathbf G_j=0 .
\end{equation}
The $\mathbf G_j$ are substrate reciprocal vectors of length $G_s$, at $120^\circ$ to one another. The best value is $-3V$, at $\mathbf t=0$. For the worst, choose phases $a,b,c$ whose differences are the three arguments, which is possible because the arguments sum to zero. Then
\begin{equation}
0\le|e^{ia}+e^{ib}+e^{ic}|^2=3+2\sum_j\cos(\mathbf G_j\cdot\mathbf t),
\end{equation}
so the sum of cosines is at least $-3/2$, reached when each cosine is $-1/2$. The worst value is $+3V/2$ and the corrugation is $9V/2$. Your 0.018 eV means $V=0.004$ eV, a round value chosen for this example.

\section*{Lattice mismatch}

\noindent\textbf{Q:} But BN and graphite have different lattice constants, roughly 2.50 and 2.46 angstrom. Good and bad positions should average out over a large domain.

\noindent\textbf{A:} Per cell they do, if the domain is rigid and large enough. Let $\boldsymbol\rho$ be a site of the rotated layer, measured from the site at the centre of a circular domain of radius $R$, and let $\mathbf G_{l,j}(\theta)$ be the layer's rotated reciprocal vector. Since $\mathbf G_{l,j}\cdot\boldsymbol\rho$ is a multiple of $2\pi$, we may replace $\mathbf G_j\cdot\boldsymbol\rho$ by $\mathbf q_j\cdot\boldsymbol\rho$, with $\mathbf q_j=\mathbf G_j-\mathbf G_{l,j}$. This phase varies slowly near alignment, so the sum over sites becomes an integral divided by the cell area $A_c$:
\begin{align}
\sum_{\boldsymbol\rho}\cos[\mathbf G_j\cdot(\mathbf t+\boldsymbol\rho)]
&\simeq\frac{\cos(\mathbf G_j\cdot\mathbf t)}{A_c}\int_0^R2\pi\rho J_0(q\rho)\,d\rho\nonumber\\
&=\frac{\cos(\mathbf G_j\cdot\mathbf t)}{A_c}\,\frac{2\pi RJ_1(qR)}{q}.
\end{align}
The sine part vanished because it is odd over the disk. With $N=\pi R^2/A_c$,
\begin{equation}
E=-VNf(qR)\sum_j\cos(\mathbf G_j\cdot\mathbf t),\qquad f(x)=\frac{2J_1(x)}{x}.
\end{equation}
All three $\mathbf q_j$ have the same length, given by the law of cosines:
\begin{equation}
q^2=q_0^2+4G_sG_l\sin^2(\theta/2),\qquad q_0=G_s-G_l .
\end{equation}
Explicit lattice sums for radii of 4 and 6 nm, at $0$, $1$ and $15^\circ$, differ from $Nf(qR)$ by less than $0.01N$ for each $\mathbf G_j$; the exact difference depends on where the disk is centred.

\noindent\textbf{Q:} So how does the aligning energy change as the domain grows?

\noindent\textbf{A:} At $\theta=0$ its depth is
\begin{equation}
3VNf(q_0R)=\frac{6\pi V}{A_cq_0}\,R\,J_1(q_0R).
\end{equation}
For $q_0R\ll1$, $f\to1$ and the depth grows with area. Its first maximum follows from $d[xJ_1(x)]/dx=xJ_0(x)=0$, hence $x=2.405$. With $q_0=0.04719$ per angstrom,
\begin{equation}
R_*=\frac{2.405}{0.04719}=51.0\ \text{angstrom}=5.10\ \text{nm}.
\end{equation}
Such a domain has 1507 cells and $f=0.4318$, so the depth is $3(0.004)(1507)(0.4318)=7.81$ eV, or about $70\,kT$. Just beyond $R_*$ the rigid domain loses alignment energy, and at $q_0R=3.832$, about 8.1 nm, the energy at zero angle vanishes. In a larger rigid disk it returns, with $f$ alternating in sign, but zero is then not always the best angle. At 8.1 nm, for example, the disk gains most by turning about $0.8^\circ$, where $qR=5.14$ and $f$ is most negative. The peaks of $R|J_1(q_0R)|$ grow only as $\sqrt R$, so the energy per cell still averages away, but the total can exceed the first maximum: it would reach about 15 eV near 18 nm. These are results for a rigid disk. A real domain with a free edge can also shrink slightly towards registry. If it removes a small fraction $s$ of the mismatch, the gain per cell is about $6VJ_2(q_0R)s$, and the elastic cost is $29s^2$ meV, from the full-matching cost given below. At $R_*$ the best $s$ is 0.18 and adds about 1.4 eV, nearly a fifth of the rigid depth. At 8.1 nm, where the rigid depth at zero angle vanishes, a gain linear in $s$ is too crude. Maximizing $3Vf[q_0R(1-s)]$ minus the elastic cost gives $s=0.27$ and a depth of about 5 eV, which uneven strain can only increase. Strain therefore matters from about 5 nm on and moves the first maximum to a somewhat larger radius.

\section*{How narrow, and how early}

\noindent\textbf{Q:} A deep minimum could still be broad. What spread of angles does it allow?

\noindent\textbf{A:} Put the domain at its best position and write $x_0=q_0R$. For small $\theta$,
\begin{equation}
x=qR\simeq x_0+\frac{G_sG_lR^2\theta^2}{2x_0}.
\end{equation}
Since $f'(x)=-2J_2(x)/x$, the energy $-3VNf$ rises by
\begin{equation}
3VN\,\frac{2J_2(x_0)}{x_0}\,\frac{G_sG_lR^2\theta^2}{2x_0}
=\tfrac12\kappa\theta^2,\quad
\kappa=\frac{6VNJ_2(x_0)G_sG_lR^2}{x_0^2}.
\end{equation}
For $x_0\ll1$, $J_2(x_0)\simeq x_0^2/8$, so $\kappa\simeq\frac34VNG_sG_lR^2$. This grows as $R^4$: one factor $R^2$ counts cells, the other comes from the longer lever arm.

At $R_*$, $\kappa=6.0\times10^4$ eV/rad$^2$. Equipartition, $\frac12\kappa\langle\theta^2\rangle=\frac12kT$, gives a spread $\sqrt{kT/\kappa}=0.078^\circ$. The full distribution, integrated over positions, gives $0.079^\circ$ for the central peak.

\noindent\textbf{Q:} A nucleus starts small, though. When does it find the direction?

\noindent\textbf{A:} Compare the equilibrium fraction within $2^\circ$ of alignment. Random angles in the $60^\circ$ period would give 0.067. At $R=0.5$ nm, where a smooth disk is a crude description, the result is 0.079. At 1 nm, with about 58 cells, the smooth disk gives 0.46. At 2 nm, with 232 cells, it exceeds 0.999. Your argument therefore holds for the smallest nuclei and fails within a few doublings of their radius.

\noindent\textbf{Q:} Those are equilibrium fractions. Can a misaligned nucleus actually turn?

\noindent\textbf{A:} That is a separate condition. Away from alignment $f$ oscillates, leaving shallow side minima. Where $f<0$, the best position has a cosine sum of $-3/2$, and the depth is $\frac32VN|f|$. At a zero of $f$ the energy is zero at every position, so the depth is also the barrier to leaving by rotation. For the smooth disk, the deepest side minimum is 0.18 eV at $R=2$ nm, about $1.6\,kT$, but 1.2 eV at $R_*$, about $11\,kT$. The discrete edge can change the smaller value by a few tenths of $kT$, and a different outline, such as a triangle, can change both values more. Turning is easiest early. A defect or an edge bonded to the substrate adds a barrier that this model omits.

\section*{Domains too large to be rigid}

\noindent\textbf{Q:} My final domains are much larger than 5 nm. Does alignment lose its support there?

\noindent\textbf{A:} A large layer can strain slightly towards good registry. Let $\mathbf u$ be its displacement on a rigid substrate. To first order, the registry force per area is
\begin{equation}
\mathbf F=-\frac{V}{A_c}\sum_j\mathbf G_j\sin(\mathbf q_j\cdot\boldsymbol\rho).
\end{equation}
For a wave $\mathbf q$, the elastic matrix $D(\mathbf q)$ has stiffness $Kq^2$ along $\mathbf q$ and $\mu q^2$ across it. Balance requires $D\mathbf u=\mathbf F$, so the energy density $\frac12\mathbf u\cdot D\mathbf u-\mathbf F\cdot\mathbf u$ equals $-\frac12\mathbf F\cdot\mathbf u$. Averaging $\sin^2$ gives $\frac12$, and different waves do not mix. Per cell,
\begin{equation}
e=-\frac{V^2}{4A_c}\sum_j\mathbf G_j\cdot D(\mathbf q_j)^{-1}\mathbf G_j .
\end{equation}
This energy is the same for each added cell, so growth with area returns.

\noindent\textbf{Q:} And is its minimum at zero angle?

\noindent\textbf{A:} Not quite. Let $G=\sqrt{G_sG_l}$ and $\delta=q_0/G$. For small angles $\mathbf q$ has components $G\delta$ along $\mathbf G$ and $G\theta$ across it. Resolving $\mathbf G$ along and across $\mathbf q$ gives
\begin{equation}
\mathbf G\cdot D^{-1}\mathbf G=
\frac{\delta^2/K+\theta^2/\mu}{(\delta^2+\theta^2)^2}.
\end{equation}
Setting the derivative with respect to $\theta^2$ to zero yields
\begin{equation}
\frac{\delta^2+\theta^2}{\mu}=2\left(\frac{\delta^2}{K}+\frac{\theta^2}{\mu}\right)
\;\Rightarrow\;
\theta^2=\delta^2\left(1-\frac{2\mu}{K}\right)=\nu\delta^2 .
\end{equation}
The last step uses $K=Y/(1-\nu^2)$ and $\mu=Y/[2(1+\nu)]$, where $Y$ is the two-dimensional Young modulus and $\nu$ the Poisson ratio. A small rotation lets the layer use shear, which is softer than compression.

With rough values $Y=270$ N/m and $\nu=0.20$, the formula gives $0.41^\circ$. Solving the nonlinear force balance at the full $V$ gives $0.36^\circ$. The energy there is $-0.518$ meV per cell, against $-0.509$ at $0^\circ$ and $-0.040$ at $5^\circ$. For $R=50$ nm, the advantage over $5^\circ$ totals 69 eV.

These energies are for an extended layer without edges. Their total advantage over $5^\circ$ equals the first rigid maximum, 7.81 eV, at a radius of about 17 nm. This gives only the scale of the crossover: the edge term of a rigid disk is still comparable there, so neither limit is reliable alone. These energies do not show that a large domain can turn. They do place the preferred direction of an extended layer within half a degree of alignment, so a domain aligned early has no energy to gain by turning far away once it is large.

\noindent\textbf{Q:} Why doesn't the layer simply stretch or shrink until it matches?

\noindent\textbf{A:} Here it would have to shrink by 1.6\%. Equal strain $\varepsilon$ in both directions costs $Y\varepsilon^2A_c/(1-\nu)=29$ meV per cell, while perfect registry returns at most $3V=12$ meV.

\section*{Two orientations and a step}

\noindent\textbf{Q:} BN has threefold symmetry. Even with perfect alignment, couldn't half my domains be turned by $60^\circ$?

\noindent\textbf{A:} On an ideal terrace with twofold symmetry, yes. Turn a domain by $180^\circ$ and reverse its position: the substrate is unchanged, so the energy is too. For a threefold layer, $180^\circ$ is equivalent to $60^\circ$. More area cannot split this tie. The second graphite layer breaks the twofold symmetry weakly, an effect I leave out.

A step has an upper and a lower side, so it removes the twofold symmetry. Its direction matters too. Apart from the stacking of the upper carbon layer, a straight armchair step keeps a mirror that exchanges the two orientations, so it cannot be relied on to select one. A zigzag step has no such mirror. As an illustration, take a 96-atom BN flake with alternating B and N edges on one carbon layer, with Lennard-Jones wells of 3 meV and lengths of 3.5 angstrom for B--C and 3.3 for N--C. The two best energies agree on the terrace but differ by 64 meV beside a zigzag carbon step with one stacking of the upper layer. With the other stacking the difference is smaller and has the opposite sign. This shows the symmetry breaking; it does not predict the chemistry of a real step.

\noindent\textbf{Q:} How much step contact do I need?

\noindent\textbf{A:} If the edge energies differ by $\Delta\gamma$ per length and a length $L$ touches the step, equilibrium gives
\begin{equation}
\frac{P_{\rm unfavoured}}{P_{\rm favoured}}=e^{-\Delta\gamma L/kT}.
\end{equation}
A favoured share of 99\% makes this ratio $1/99$, so $L=kT\ln99/\Delta\gamma$. For a chosen $\Delta\gamma=0.010$ eV/angstrom, this is $0.112(4.595)/0.010=51.5$ angstrom, or 5.15 nm.

This $L$ is the contact length while the orientations can still interchange. If the choice freezes at $L=1$ nm, the exponent is only $0.1/0.112=0.89$ and 29\% are unfavoured.

\noindent\textbf{Q:} Will any set of steps do?

\noindent\textbf{A:} No. Zigzag steps that descend in the same direction are the best candidates. Turning the whole system by $180^\circ$, including the stacking of the upper carbon layer, reverses the step and exchanges the two domain orientations at unchanged energy. If bonding at the edge decides, opposite steps of the same edge structure therefore favour opposite domains. If weaker forces decide, as in the flake example, the stacking matters as well. In ordinary graphite it alternates from one single-layer step to the next, so a common direction of descent may not be enough. Nucleation away from steps also matters. At $L=10$ nm the unfavoured share at steps is 0.013\%, but if 5\% of domains nucleate on terraces and divide evenly, the total becomes 2.5\%.

\section*{The real growth run}

\noindent\textbf{Q:} How far should I trust these numbers for my furnace?

\noindent\textbf{A:} The lattice and elastic constants are rough typical values for BN and graphite; $V$ and $\Delta\gamma$ are chosen. If heating changed the mismatch by 0.002, $R_*$ would move from 5.1 nm to 4.5 nm for an increase, or to 5.8 nm for a decrease. A vibrational variance of 0.01 angstrom$^2$ would lower $V$ by about 4\%. A triangular domain of 1485 cells has a depth of 6.8 eV instead of 7.8 eV. None of these restores random orientation.

The assumption most exposed in practice is free rotation. A covalent bond to a defect is worth roughly a few eV, comparable with the whole 7.8 eV, so a few such bonds can hold a nucleus at the wrong angle. An amorphous substrate fails differently: it has no lattice vectors $\mathbf G_j$ to supply a common direction. If your domains are random, I would examine pinning, surface order and where nucleation occurs before blaming the weakness of the van der Waals bond. The numerical output below gives the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Lattice constants, graphite and BN: 2.46, 2.50 angstrom
Layer cell area: 5.413 angstrom^2
Registry amplitude V: 0.0040 eV/cell
Full registry corrugation 9V/2: 0.0180 eV/cell
Growth temperature: 1300 K; kT: 0.1120 eV
Corrugation per cell divided by kT: 0.161
Reciprocal lengths, substrate and layer: 2.9493, 2.9021 1/angstrom
Reciprocal mismatch q0: 0.04719 1/angstrom; q0/Gs: 0.0160
Largest lattice-sum error divided by N: 0.0042
Radius of greatest rigid alignment: 5.10 nm
Same radius from lattice sums: 5.15 nm
Cells at this radius: 1507
Form factor at this radius: 0.4318
Alignment energy: 7.81 eV; divided by kT: 69.7
Angular stiffness, formula: 60040 eV/rad^2
Angular stiffness, lattice sum: 59976 eV/rad^2
Thermal angle spread, harmonic: 0.0783 degree
Thermal angle spread, distribution: 0.0793 degree
Uniform fraction within 2 degrees: 0.0667
R=0.50 nm: N=14.5, fraction within 2 degrees=0.07905
R=1.00 nm: N=58.0, fraction within 2 degrees=0.46349
R=2.00 nm: N=232.2, fraction within 2 degrees=0.99998
R=5.10 nm: N=1507.4, fraction within 2 degrees=1.00000
Rotational trap, R=2 nm: 0.184 eV
Rotational trap, best radius: 1.196 eV
BN Young modulus: 270 N/m; Poisson ratio: 0.20
Relaxed energy at 0 degree: -0.5089 meV/cell
Linear-response energy at 0 degree: -0.4933 meV/cell
Relaxed energy at best angle: -0.5176 meV/cell
Relaxed energy at 5 degrees: -0.0397 meV/cell
Preferred angle, linear formula: 0.413 degree
Preferred angle, weak-V numerical: 0.404 degree
Preferred angle, full V numerical: 0.355 degree
Largest elastic displacement at 0 degree: 0.0988 angstrom
Relaxed gain over 5 degrees, R=50 nm: 69.4 eV
Radius where relaxed gain equals rigid peak: 16.8 nm
Full lattice locking cost: 29.19 meV/cell
Full lattice locking registry gain: 12.00 meV/cell
Pair-model terrace splitting: 0.00000 meV
Pair-model step splitting: 64.353 meV
Pair-model step splitting per length: 6.4353 meV/angstrom
Pair-model length for 99% selection: 8.0 nm
Chosen step-energy difference: 0.010 eV/angstrom
Docked length for 99% selection: 5.15 nm
Unfavoured fraction at 10 nm docked length: 1.328e-04
Chosen terrace-nucleated share: 0.050
Total unfavoured fraction: 0.0251
Second-shell repulsion ratio: 2.821e-03
21.8-degree coincidence harmonic ratio: 6.439e-07
Triangular domain: 1485 cells, depth 6.79 eV
Rough thermal mismatch change: 0.0020
Best radius with mismatch increased: 4.53 nm
Rough vibration variance: 0.010 angstrom^2
Vibration factor multiplying V: 0.9574
\end{verbatim}
